**Level shift in a nonorthogonal basis: occupied energies stay, virtual energies rise by b**

The program tests that, at closed-shell self-consistency, adding $b(S-SDS/2)$ to the Fock matrix $F$ raises every virtual orbital energy by $b$ and leaves the occupied ones unchanged. Here $S$ is the overlap matrix, $D$ the density matrix with $\mathrm{Tr}\,DS$ equal to the number of electrons, and $b$ the shift. The model has two electrons in a one-dimensional trap and three overlapping Gaussians; a second case has four electrons and five Gaussians. Separate Roothaan runs with and without the shift are asserted to agree in total energy and to differ in orbital energies as stated. Further assertions show that $1-D/2$ in place of $S-SDS/2$ moves the occupied level, as does the correct shift when the density is not self-consistent. The program also asserts the large-$b$ damping formula, the level reversal at a sufficiently negative shift, and that one cycle at $b=2$ hartree, started from an excited self-consistent solution, fills the same orbital again. In the output, the two-electron occupied level stays at 0.8934 hartree for $b=0$, 0.5 and 2 hartree, while the number of cycles grows from 13 to 27 and 61.

## Check in Python

```python
# Result under test: at closed-shell self-consistency, F + b*(S - S D S/2)
# leaves occupied orbital energies alone and raises every virtual one by b.
# S: overlap, D: density matrix (trace of D S = electron number),
# F: Fock matrix, b: level shift, Q = S - S D S/2.
# Model: electrons in a 1D trap x^2/2 with repulsion 0.5/sqrt(x^2+1),
# normalized Gaussian basis exp(-(x-X)^2), atomic units throughout.
import numpy as np
from scipy.linalg import eigh

REPULSION = 0.5


def integrals(centres):
    x = np.linspace(-9.0, 9.0, 361)
    dx = x[1] - x[0]
    shift = x[None, :] - np.array(centres)[:, None]
    chi = (2.0 / np.pi) ** 0.25 * np.exp(-shift**2)
    slope = -2.0 * shift * chi
    S = chi @ chi.T * dx
    h = 0.5 * slope @ slope.T * dx + (chi * (0.5 * x**2)) @ chi.T * dx
    n = len(centres)
    pairs = (chi[:, None, :] * chi[None, :, :]).reshape(n * n, -1)
    w = REPULSION / np.sqrt((x[:, None] - x[None, :])**2 + 1.0)
    eri = (pairs @ w @ pairs.T * dx**2).reshape(n, n, n, n)
    return S, h, eri


def fock(D, h, eri):
    J = np.einsum('ijkl,kl->ij', eri, D)
    K = np.einsum('ikjl,kl->ij', eri, D)
    return h + J - 0.5 * K


def projector(D, S):
    return S - 0.5 * S @ D @ S


def density(C, nocc):
    return 2.0 * C[:, :nocc] @ C[:, :nocc].T


def roothaan(model, nocc, b, D):
    S, h, eri = model
    for step in range(1, 3001):
        C = eigh(fock(D, h, eri) + b * projector(D, S), S)[1]
        D_new = density(C, nocc)
        change = np.max(np.abs(D_new - D))
        D = D_new
        if change < 1e-11:
            break
    else:
        raise RuntimeError("Roothaan iteration did not converge")
    F = fock(D, h, eri)
    levels, C = eigh(F + b * projector(D, S), S)
    energy = 0.5 * np.sum(D * (h + F))
    return levels, C, D, F, energy, step


def show(label, values, digits=6):
    numbers = np.atleast_1d(values)
    print(label + ": " + " ".join(f"{v:.{digits}f}" for v in numbers))


# Main example: one occupied and two virtual orbitals.
centres = [-1.0, 0.0, 1.0]
model = integrals(centres)
S, h, eri = model
D_start = np.diag([2.0, 0.0, 0.0])
runs = {b: roothaan(model, 1, b, D_start) for b in (0.0, 0.5, 2.0)}
e, C, D, F, energy, steps = runs[0.0]
Q = projector(D, S)
for b in (0.5, 2.0):
    eb, Cb, Db, Fb, Eb, nb = runs[b]
    assert np.allclose(eb - e, [0.0, b, b], atol=1e-8)
    assert np.allclose(Db, D, atol=1e-8)
    assert abs(Eb - energy) < 1e-9
    assert np.allclose(Fb @ Db @ S, S @ Db @ Fb, atol=1e-8)
    assert np.allclose(np.abs(C.T @ S @ Cb), np.eye(3), atol=1e-7)
assert runs[0.0][5] < runs[2.0][5]
q_levels = eigh(Q, S, eigvals_only=True)
assert np.allclose(q_levels, [0.0, 1.0, 1.0], atol=1e-10)
assert abs(np.sum(D * Q)) < 1e-10

# Leaving out the overlap metric spoils the result.
b = 0.5
wrong = eigh(F + b * (np.eye(3) - 0.5 * D), S, eigvals_only=True)
assert abs(wrong[0] - e[0]) > 1e-3

# A sufficiently negative shift puts a virtual level below the occupied one.
b_negative = -2.0
reversed_levels = eigh(F + b_negative * Q, S, eigvals_only=True)
expected = np.sort([e[0], e[1] + b_negative, e[2] + b_negative])
assert np.allclose(reversed_levels, expected, atol=1e-8)
assert e[1] + b_negative < e[0]

# An input density that is not self-consistent: the occupied level moves.
F_start = fock(D_start, h, eri)
Q_start = projector(D_start, S)
start_plain = eigh(F_start, S, eigvals_only=True)
start_shifted = eigh(F_start + b * Q_start, S, eigvals_only=True)
assert start_shifted[0] - start_plain[0] > 1e-3

# Large shifts damp the rotation out of the input orbital.
c_start = np.array([1.0, 0.0, 0.0])
V = eigh(Q_start, S)[1][:, 1:]
virtual_levels, U = np.linalg.eigh(V.T @ F_start @ V)
V = V @ U
coupling = V.T @ F_start @ c_start
occupied_mean = c_start @ F_start @ c_start
damping = {}
for big in (100.0, 200.0):
    c_new = eigh(F_start + big * Q_start, S)[1][:, 0]
    actual = (V.T @ S @ c_new) / (c_start @ S @ c_new)
    estimate = -coupling / (virtual_levels - occupied_mean + big)
    error = np.linalg.norm(actual - estimate) / np.linalg.norm(actual)
    damping[big] = (np.linalg.norm(actual), np.linalg.norm(estimate), error)
    assert error < 1e-3
assert 3.5 < damping[100.0][2] / damping[200.0][2] < 4.5

# The doubly filled odd orbital is stationary by reflection symmetry.
odd = np.array([-1.0, 0.0, 1.0])
odd /= np.sqrt(odd @ S @ odd)
D_odd = 2.0 * np.outer(odd, odd)
F_odd = fock(D_odd, h, eri)
assert np.allclose(F_odd @ D_odd @ S, S @ D_odd @ F_odd, atol=1e-10)
energy_odd = 0.5 * np.sum(D_odd * (h + F_odd))
odd_levels, C_plain = eigh(F_odd, S)
C_held = eigh(F_odd + 2.0 * projector(D_odd, S), S)[1]
weight_plain = (odd @ S @ C_plain[:, 0])**2
weight_held = (odd @ S @ C_held[:, 0])**2
assert weight_plain < 1e-10 and abs(weight_held - 1.0) < 1e-10
assert energy_odd > energy + 0.1

# Several occupied orbitals in a basis without reflection symmetry.
large_model = integrals([-2.0, -1.0, 0.0, 1.0, 2.5])
D_core = density(eigh(large_model[1], large_model[0])[1], 2)
large_plain = roothaan(large_model, 2, 0.0, D_core)
large_shifted = roothaan(large_model, 2, b, D_core)
large_moves = large_shifted[0] - large_plain[0]
assert np.allclose(large_moves, [0.0, 0.0, b, b, b], atol=1e-8)
assert abs(large_shifted[4] - large_plain[4]) < 1e-9

show("Gaussian centres (bohr)", centres, 1)
show("Repulsion strength (hartree bohr)", REPULSION, 1)
for name, matrix, unit in (("S", S, "dimensionless"),
                           ("D", D, "dimensionless"),
                           ("F", F, "hartree"),
                           ("Q", Q, "dimensionless")):
    for row in range(3):
        show(f"{name} row {row + 1} ({unit})", matrix[row])
occupied = C[:, 0] * np.sign(C[1, 0])
show("Occupied coefficients (dimensionless)", occupied)
show("Generalized eigenvalues of Q (dimensionless)", np.abs(q_levels))
for shift in runs:
    show(f"Orbital energies, b={shift} hartree (hartree)", runs[shift][0])
    show(f"Total energy, b={shift} hartree (hartree)", runs[shift][4], 8)
    print(f"Iterations, b={shift} hartree (count): {runs[shift][5]}")
show("HOMO-LUMO gap without shift (hartree)", e[1] - e[0])
show("Levels with wrong metric, b=0.5 hartree (hartree)", wrong)
show("Levels at b=-2 hartree (hartree)", reversed_levels)
show("Start density levels, b=0 (hartree)", start_plain)
show("Start density levels, b=0.5 hartree (hartree)", start_shifted)
for big in damping:
    true_size, estimated_size, error = damping[big]
    show(f"Virtual admixture, b={big:.0f} hartree (dimensionless)",
         true_size, 8)
    show(f"Estimated admixture, b={big:.0f} hartree (dimensionless)",
         estimated_size, 8)
    print(f"Relative error, b={big:.0f} hartree (dimensionless): {error:.2e}")
show("Odd-solution total energy (hartree)", energy_odd)
show("Odd-solution unshifted levels (hartree)", odd_levels)
show("Odd-orbital energy (hartree)", odd @ F_odd @ odd)
show("Odd weight in lowest orbital, b=0 (dimensionless)", weight_plain)
show("Odd weight in lowest orbital, b=2 hartree (dimensionless)", weight_held)
show("Four-electron levels, b=0 (hartree)", large_plain[0])
show("Four-electron levels, b=0.5 hartree (hartree)", large_shifted[0])
print("no test failed")
```

Printed output:

```
Gaussian centres (bohr): -1.0 0.0 1.0
Repulsion strength (hartree bohr): 0.5
S row 1 (dimensionless): 1.000000 0.606531 0.135335
S row 2 (dimensionless): 0.606531 1.000000 0.606531
S row 3 (dimensionless): 0.135335 0.606531 1.000000
D row 1 (dimensionless): 0.163375 0.354464 0.163375
D row 2 (dimensionless): 0.354464 0.769058 0.354464
D row 3 (dimensionless): 0.163375 0.354464 0.163375
F row 1 (hartree): 1.621304 0.367530 -0.228818
F row 2 (hartree): 0.367530 1.054058 0.367530
F row 3 (hartree): -0.228818 0.367530 1.621304
Q row 1 (dimensionless): 0.509157 -0.070818 -0.355508
Q row 2 (dimensionless): -0.070818 0.065281 -0.070818
Q row 3 (dimensionless): -0.355508 -0.070818 0.509157
Occupied coefficients (dimensionless): 0.285810 0.620104 0.285810
Generalized eigenvalues of Q (dimensionless): 0.000000 1.000000 1.000000
Orbital energies, b=0.0 hartree (hartree): 0.893365 2.139699 3.354939
Total energy, b=0.0 hartree (hartree): 1.39458660
Iterations, b=0.0 hartree (count): 13
Orbital energies, b=0.5 hartree (hartree): 0.893365 2.639699 3.854939
Total energy, b=0.5 hartree (hartree): 1.39458660
Iterations, b=0.5 hartree (count): 27
Orbital energies, b=2.0 hartree (hartree): 0.893365 4.139699 5.354939
Total energy, b=2.0 hartree (hartree): 1.39458660
Iterations, b=2.0 hartree (count): 61
HOMO-LUMO gap without shift (hartree): 1.246334
Levels with wrong metric, b=0.5 hartree (hartree): 1.015849 2.717958 5.691781
Levels at b=-2 hartree (hartree): 0.139699 0.893365 1.354939
Start density levels, b=0 (hartree): 0.994012 1.980187 3.298135
Start density levels, b=0.5 hartree (hartree): 1.172308 2.334185 3.765841
Virtual admixture, b=100 hartree (dimensionless): 0.00692533
Estimated admixture, b=100 hartree (dimensionless): 0.00692566
Relative error, b=100 hartree (dimensionless): 4.80e-05
Virtual admixture, b=200 hartree (dimensionless): 0.00347554
Estimated admixture, b=200 hartree (dimensionless): 0.00347558
Relative error, b=200 hartree (dimensionless): 1.21e-05
Odd-solution total energy (hartree): 3.361586
Odd-solution unshifted levels (hartree): 1.124143 1.845292 3.285182
Odd-orbital energy (hartree): 1.845292
Odd weight in lowest orbital, b=0 (dimensionless): 0.000000
Odd weight in lowest orbital, b=2 hartree (dimensionless): 1.000000
Four-electron levels, b=0 (hartree): 1.495908 2.433685 3.668584 4.834899 5.572668
Four-electron levels, b=0.5 hartree (hartree): 1.495908 2.433685 4.168584 5.334899 6.072668
no test failed
```
